# Steady Dangling-Bond Fraction under Atomic Hydrogen: Independence of Flux: a program that tests the result

```python
"""
Result under test: when atomic hydrogen both passivates dangling bonds
(cross-section sigma_p) and abstracts bonded hydrogen (sigma_a), both at
first order in the local flux F, the steady active fraction is
    f_inf = sigma_a / (sigma_p + sigma_a), independent of F > 0.
Flux-independent channels (dissociation r_d, molecular passivation r_p)
make this a high-flux limit unless sigma_a*r_p = sigma_p*r_d.
Symbols: f active fraction, N0 site density, fluence = time integral of F.
Units: cm^2, cm^-2, cm^-2 s^-1, s^-1. All parameters are model values.
"""
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.linalg import expm

sigma_p = 5e-16
sigma_a = 1e-16
site_density = 2e12
fluxes = [1e12, 1e13, 1e14]
r_d = 3e-5
r_p = 1e-5

sigma_sum = sigma_p + sigma_a
f_inf = sigma_a / sigma_sum


def evolve(rate_passivate, rate_activate, time, f_start=1.0):
    """Active fraction from the two-state master equation."""
    generator = np.array([[-rate_passivate, rate_activate],
                          [rate_passivate, -rate_activate]])
    return (expm(generator * time) @ np.array([f_start, 1 - f_start]))[0]


def long_time(rate_passivate, rate_activate):
    return evolve(rate_passivate, rate_activate,
                  50.0 / (rate_passivate + rate_activate))


print(f"passivation cross-section: {sigma_p:.1e} cm^2")
print(f"abstraction cross-section: {sigma_a:.1e} cm^2")
print(f"site density: {site_density:.1e} cm^-2")
print(f"steady active fraction, formula: {f_inf:.4f}")
print(f"steady active density: {f_inf * site_density:.3e} cm^-2")

# Atom-by-atom simulation: random arrivals on a target area around each site;
# an arriving atom reacts with a probability set by the state of the site.
target_area = 1e-15
n_sites, n_hits, n_discard = 4000, 440, 40
rng = np.random.default_rng(12345)
print(f"simulated sites: {n_sites}, counted hits per site: "
      f"{n_hits - n_discard}")
for flux in fluxes:
    active = np.ones(n_sites, dtype=bool)
    active_time = total_time = 0.0
    abstractions = 0
    for hit in range(n_hits):
        wait = rng.exponential(1 / (flux * target_area), n_sites)
        probability = np.where(active, sigma_p, sigma_a) / target_area
        reacts = rng.random(n_sites) < probability
        if hit >= n_discard:
            active_time += wait[active].sum()
            total_time += wait.sum()
            abstractions += np.count_nonzero(reacts & ~active)
        active = active ^ reacts
    f_sim = active_time / total_time
    h2_sim = site_density * abstractions / total_time
    h2_formula = site_density * flux * sigma_p * sigma_a / sigma_sum
    # tolerances are several times the sampling error
    assert abs(f_sim - f_inf) < 0.004
    assert abs(h2_sim / h2_formula - 1) < 0.02
    print(f"flux {flux:.0e} cm^-2 s^-1: simulated fraction {f_sim:.4f}")
    print(f"  H2 formation: simulated {h2_sim:.3e}, "
          f"formula {h2_formula:.3e} cm^-2 s^-1")

# Relaxation is governed by fluence, also for a modulated flux.
mean_flux, period, duration = 1e13, 60.0, 200.0


def pulsed_flux(t):
    return mean_flux * (1 + 0.8 * np.sin(2 * np.pi * t / period))


fluence = quad(pulsed_flux, 0, duration, epsabs=0, epsrel=1e-10)[0]
print(f"modulated flux: mean {mean_flux:.0e} cm^-2 s^-1, depth 0.8, "
      f"period {period:.0f} s")
for f_start in (0.0, 1.0):
    run = solve_ivp(
        lambda t, y: pulsed_flux(t) * (sigma_a * (1 - y) - sigma_p * y),
        (0, duration), [f_start], rtol=1e-10, atol=1e-12, max_step=2.0)
    f_fluence = f_inf + (f_start - f_inf) * np.exp(-sigma_sum * fluence)
    assert abs(run.y[0, -1] - f_fluence) < 1e-7
    print(f"  start {f_start:.0f}, after {duration:.0f} s: integrated "
          f"{run.y[0, -1]:.5f}, fluence law {f_fluence:.5f}")
print(f"  fluence delivered: {fluence:.4e} cm^-2")

fluence_99 = np.log(100) / sigma_sum
print(f"fluence for 99% relaxation: {fluence_99:.3e} cm^-2")
for flux in fluxes:
    time_99 = fluence_99 / flux
    f_late = evolve(sigma_p * flux, sigma_a * flux, time_99)
    assert abs((f_late - f_inf) / (1 - f_inf) - 0.01) < 1e-9
    print(f"  time at flux {flux:.0e} cm^-2 s^-1: {time_99:.1f} s")

# Mobile hydrogen with supply, loss, recombination and use by the defects.
# Encounter flux = encounter_rate * areal density of mobile hydrogen.
encounter_rate = 10.0
loss_rate = 0.01
recombination = 1e-14
print(f"reservoir: encounter rate {encounter_rate:.0f} s^-1, "
      f"loss rate {loss_rate:.2f} s^-1")
print(f"  recombination coefficient {recombination:.0e} cm^2 s^-1")
local_fluxes = []
for supply in (1e10, 1e11, 1e12):
    def coupled(t, y):
        f, h = y  # h is the mobile density in units of the site density
        flux = encounter_rate * site_density * h
        df = flux * (sigma_a * (1 - f) - sigma_p * f)
        dh = (supply / site_density - loss_rate * h
              - recombination * site_density * h**2
              - flux * (sigma_p * f + sigma_a * (1 - f)))
        return [df, dh]
    for f_start in (0.0, 1.0):
        run = solve_ivp(coupled, (0, 2e4), [f_start, 0.0],
                        method="Radau", rtol=1e-8, atol=1e-10)
        assert run.success
        assert abs(run.y[0, -1] - f_inf) < 1e-6
    local_flux = encounter_rate * site_density * run.y[1, -1]
    local_fluxes.append(local_flux)
    print(f"  supply {supply:.0e}: local flux {local_flux:.3e} "
          f"cm^-2 s^-1, fraction {run.y[0, -1]:.4f}")
# A hundredfold supply gives much less than a hundredfold local flux.
assert 2 < local_fluxes[-1] / local_fluxes[0] < 50
print(f"  local flux ratio for supply ratio 100: "
      f"{local_fluxes[-1] / local_fluxes[0]:.2f}")

# Flux-independent channels restore a dependence on flux.
r_sum = r_p + r_d
f_thermal = r_d / r_sum
flux_cross = r_sum / sigma_sum


def steady_with_thermal(flux, passivation=r_p):
    return long_time(sigma_p * flux + passivation, sigma_a * flux + r_d)


print(f"dissociation rate: {r_d:.1e} s^-1")
print(f"molecular passivation rate: {r_p:.1e} s^-1")
print(f"active fraction without atomic flux: {f_thermal:.4f}")
print(f"crossover flux: {flux_cross:.3e} cm^-2 s^-1")
for flux in [1e10, 1e11] + fluxes:
    f_numeric = steady_with_thermal(flux)
    f_formula = f_inf + (f_thermal - f_inf) / (1 + flux / flux_cross)
    assert abs(f_numeric - f_formula) < 1e-10
    print(f"  with thermal channels, flux {flux:.0e} cm^-2 s^-1: "
          f"fraction {f_numeric:.4f}")

probe, step = 1e11, 1e8
slope_numeric = (steady_with_thermal(probe + step)
                 - steady_with_thermal(probe - step)) / (2 * step)
slope_formula = ((sigma_a * r_p - sigma_p * r_d)
                 / (sigma_sum * probe + r_sum)**2)
assert abs(slope_numeric / slope_formula - 1) < 1e-5
print(f"slope at flux {probe:.0e} cm^-2 s^-1: {slope_numeric:.3e} cm^2 s")

deviation = 0.01 * f_inf
flux_one_percent = flux_cross * (abs(f_thermal - f_inf) / deviation - 1)
assert abs(steady_with_thermal(flux_one_percent) / f_inf - 1.01) < 1e-8
print(f"flux for 1% relative deviation: {flux_one_percent:.3e} cm^-2 s^-1")

# Exceptional case: thermal channels with the same ratio as the atomic ones.
r_p_matched = sigma_p * r_d / sigma_a
matched = [steady_with_thermal(flux, r_p_matched)
           for flux in (0.0, 1e10, 1e11, 1e13)]
assert max(abs(value - f_inf) for value in matched) < 1e-10
print(f"matched molecular passivation rate: {r_p_matched:.1e} s^-1, "
      f"fraction {matched[1]:.4f}")

# Counterexample: abstraction of second order in flux.
b_second = 1e-29
odds = []
print(f"second-order abstraction coefficient: {b_second:.0e} cm^4 s")
for flux in fluxes:
    f_second = long_time(sigma_p * flux, b_second * flux**2)
    odds.append(f_second / (1 - f_second))
    assert abs(odds[-1] / (b_second * flux / sigma_p) - 1) < 1e-8
    print(f"  second order, flux {flux:.0e} cm^-2 s^-1: "
          f"fraction {f_second:.4f}")
assert odds[0] < odds[1] < odds[2]

print("all assertions hold")
```

Output:

```
passivation cross-section: 5.0e-16 cm^2
abstraction cross-section: 1.0e-16 cm^2
site density: 2.0e+12 cm^-2
steady active fraction, formula: 0.1667
steady active density: 3.333e+11 cm^-2
simulated sites: 4000, counted hits per site: 400
flux 1e+12 cm^-2 s^-1: simulated fraction 0.1673
  H2 formation: simulated 1.672e+08, formula 1.667e+08 cm^-2 s^-1
flux 1e+13 cm^-2 s^-1: simulated fraction 0.1667
  H2 formation: simulated 1.666e+09, formula 1.667e+09 cm^-2 s^-1
flux 1e+14 cm^-2 s^-1: simulated fraction 0.1661
  H2 formation: simulated 1.658e+10, formula 1.667e+10 cm^-2 s^-1
modulated flux: mean 1e+13 cm^-2 s^-1, depth 0.8, period 60 s
  start 0, after 200 s: integrated 0.11980, fluence law 0.11980
  start 1, after 200 s: integrated 0.40098, fluence law 0.40098
  fluence delivered: 2.1146e+15 cm^-2
fluence for 99% relaxation: 7.675e+15 cm^-2
  time at flux 1e+12 cm^-2 s^-1: 7675.3 s
  time at flux 1e+13 cm^-2 s^-1: 767.5 s
  time at flux 1e+14 cm^-2 s^-1: 76.8 s
reservoir: encounter rate 10 s^-1, loss rate 0.01 s^-1
  recombination coefficient 1e-14 cm^2 s^-1
  supply 1e+10: local flux 5.352e+12 cm^-2 s^-1, fraction 0.1667
  supply 1e+11: local flux 2.565e+13 cm^-2 s^-1, fraction 0.1667
  supply 1e+12: local flux 9.356e+13 cm^-2 s^-1, fraction 0.1667
  local flux ratio for supply ratio 100: 17.48
dissociation rate: 3.0e-05 s^-1
molecular passivation rate: 1.0e-05 s^-1
active fraction without atomic flux: 0.7500
crossover flux: 6.667e+10 cm^-2 s^-1
  with thermal channels, flux 1e+10 cm^-2 s^-1: fraction 0.6739
  with thermal channels, flux 1e+11 cm^-2 s^-1: fraction 0.4000
  with thermal channels, flux 1e+12 cm^-2 s^-1: fraction 0.2031
  with thermal channels, flux 1e+13 cm^-2 s^-1: fraction 0.1705
  with thermal channels, flux 1e+14 cm^-2 s^-1: fraction 0.1671
slope at flux 1e+11 cm^-2 s^-1: -1.400e-12 cm^2 s
flux for 1% relative deviation: 2.327e+13 cm^-2 s^-1
matched molecular passivation rate: 1.5e-04 s^-1, fraction 0.1667
second-order abstraction coefficient: 1e-29 cm^4 s
  second order, flux 1e+12 cm^-2 s^-1: fraction 0.0196
  second order, flux 1e+13 cm^-2 s^-1: fraction 0.1667
  second order, flux 1e+14 cm^-2 s^-1: fraction 0.6667
all assertions hold
```
